\section*{Interband Tunnelling Leakage per Width in a Massive Dirac Channel, part 2}

A two-dimensional semiconductor sheet carries a field along the transport direction $x$; the channel width is measured along $y$. We want the leakage current per width $J$ from electrons that tunnel from the filled valence band to the empty conduction band. Electrons are independent, and scattering by phonons and defects is left out. In a uniform field the two-component wavefunction $\psi$ obeys
\begin{equation}
H=v(\sigma_x p_x+\sigma_y p_y)+\Delta\,\sigma_z+V(x),\qquad V(x)=-Fx .
\label{eq:H}
\end{equation}
Here $v$ is a velocity, $F>0$ is the force (elementary charge $e$ times field magnitude), and $E_g=2\Delta$ is the gap. There are $g$ equal spin-valley copies. The longitudinal wavenumber is $k_x$. The transverse wavenumber $k$ is conserved, and its mode has half gap $\varepsilon_k=\sqrt{\Delta^2+\hbar^2v^2k^2}$. The total energy is $E$, and $h=2\pi\hbar$ is Planck's constant.

In an unbounded uniform field an electron changes bands with probability $P(k)=e^{-S}e^{-\pi\hbar vk^2/F}$, where $S=\pi\Delta^2/(\hbar vF)$. The mean square of $k$ under this Gaussian weight is $F/(2\pi\hbar v)$. The pair rate per area is $G=g(F/h)\,n_\perp e^{-S}$, with the number of modes per width $n_\perp=\sqrt{F/(\hbar v)}/(2\pi)$.

If filled valence states face empty conduction states over an energy window $W$, pairs are generated over a length $\ell=W/F$, and
\begin{equation}
J=eG\ell=g\,\frac eh\,W\,n_\perp\,e^{-S}
=\frac{g\,eW}{2\pi h}\sqrt{\frac{F}{\hbar v}}\;\exp\!\left(-\frac{\pi\Delta^2}{\hbar vF}\right).
\label{eq:J}
\end{equation}
At fixed $W$,
\begin{equation}
\frac{d\ln J}{d\ln F}=\frac12+S .
\label{eq:slope}
\end{equation}
For partial occupations $f_v(E)$ on the valence side and $f_c(E)$ on the conduction side, $W$ is replaced by the occupation integral $\int(f_v-f_c)\,dE$ over the window.

\subsection*{(g) A ramp of finite height}

\textit{The potential energy falls linearly from $U/2$ to $-U/2$ and is flat outside. Find the window of each transverse mode and the leading correction to $J$ from its dependence on $k$. Then set up the calculation that also includes wave effects at the ends of the ramp.}

\textbf{Solution.} On the left the valence band of mode $k$ ends at $U/2-\varepsilon_k$. On the right its conduction band starts at $-U/2+\varepsilon_k$. The overlap is $W_k=U-2\varepsilon_k$, which at $k=0$ gives $W=U-E_g$. For $\hbar v|k|\ll\Delta$,
\begin{equation}
W-W_k=2(\varepsilon_k-\Delta)\simeq\frac{\hbar^2v^2k^2}{\Delta}.
\end{equation}
Averaging over the Gaussian weight, with mean square $F/(2\pi\hbar v)$, gives
\begin{equation}
W\;\to\;W-\frac{\hbar vF}{2\pi\Delta}.
\label{eq:shrink}
\end{equation}
This requires that the correction be small compared with both $\Delta$ and $W$.

The correction still uses the probability of an unbounded field. A finite ramp has its own transmission $T(E,k)$. To find it, write the stationary equation with $\varepsilon=E-V(x)$ as
\begin{equation}
\left[-i\hbar v\sigma_x\partial_x+\hbar vk\sigma_y+\Delta\sigma_z\right]\psi=\varepsilon\psi .
\end{equation}
Multiplication by $i\sigma_x$, with $\sigma_x\sigma_y=i\sigma_z$ and $\sigma_x\sigma_z=-i\sigma_y$, gives
\begin{equation}
\hbar v\,\partial_x\psi=\left[i\varepsilon\,\sigma_x+\hbar vk\,\sigma_z-\Delta\,\sigma_y\right]\psi .
\end{equation}
This is integrated across the ramp. On the right there is an outgoing conduction wave, and on the left an incident and a reflected valence wave. The ratio of transmitted to incident flux $v\psi^\dagger\sigma_x\psi$ is $T$, and the leakage is
\begin{equation}
J=g\,\frac eh\int\frac{dk}{2\pi}\int_{W_k}dE\;T(E,k).
\label{eq:Jramp}
\end{equation}

A long ramp gives a test of the mode density in real space. For $\Delta=0.85$~eV, $\hbar v=0.35$~eV\,nm, $U=8$~eV and $E=0$, the integral of $T(0,k)/T(0,0)$ over $dk/2\pi$ is $0.1345$~nm$^{-1}$ at $F=0.25$~eV/nm and $0.1901$~nm$^{-1}$ at $F=0.50$~eV/nm. The ratio $1.413$ agrees with the expected $\sqrt2$. At both forces the integral agreed with $n_\perp$, and $T(0,0)$ with $e^{-S}$, to within one percent.

\subsection*{(h) Numbers for a short channel}

\textit{Take $E_g=1.7$~eV, $\hbar v=0.35$~eV\,nm, $g=2$, a field of $5$~MV/cm and a total drop $U=2.2$~eV. Evaluate the leakage. Then find the shortest ramp that keeps it at $0.1$~nA per micrometre of width, with $U$ held fixed.}

\textbf{Solution.} The force is $F=0.50$~eV/nm, and the window is $W=2.2-1.7=0.5$~eV. The ramp is $U/F=4.4$~nm long, of which the forbidden region at $k=0$ takes $E_g/F=3.4$~nm. The exponent and the mode density are
\begin{align}
S&=\frac{\pi\,(0.85)^2}{0.35\times0.50}=12.97,\qquad e^{-S}=2.33\times10^{-6},\\
n_\perp&=\frac1{2\pi}\sqrt{\frac{0.50}{0.35}}\ \mathrm{nm^{-1}}=0.190\ \mathrm{nm^{-1}} .
\end{align}
Writing $eW/h=(e^2/h)(W/e)$ with $e^2/h=38.74~\mu$S, we obtain
\begin{align}
J&=2\times(38.74\times10^{-6}\,\mathrm{S})\times(0.5\,\mathrm V)\times(0.190\,\mathrm{nm^{-1}})\times2.33\times10^{-6}\nonumber\\
&\simeq17\ \mathrm{nA}/\mu\mathrm m=0.017\ \mathrm{A/m}.
\end{align}
The corresponding pair rate is $1.07\times10^{22}$~cm$^{-2}$\,s$^{-1}$ over a generation length $W/F=1$~nm.

At the same window, Eq.~\eqref{eq:J} gives $0.0023$, $0.60$, $17$ and $163$~nA/$\mu$m at $3$, $4$, $5$ and $6$~MV/cm. The steepness follows from Eq.~\eqref{eq:slope}, whose value at $5$~MV/cm is about $13.5$.

For a permitted leakage $J_*$, we take the logarithm of Eq.~\eqref{eq:J} and solve for the force in the exponent:
\begin{equation}
F_*=\frac{\pi\Delta^2}{\hbar v\,\ln(J_0/J_*)},\qquad J_0=g\,\frac eh\,W\,n_\perp(F_*).
\end{equation}
The shortest ramp is therefore
\begin{equation}
L_{\min}=\frac U{F_*}=\frac{\hbar v\,U}{\pi\Delta^2}\,\ln\frac{J_0}{J_*}.
\label{eq:Lmin}
\end{equation}
The equation is implicit, because $J_0$ contains $\sqrt{F_*}$, but this dependence enters only through a logarithm. For $J_*=0.1$~nA/$\mu$m the numerical solution is a field of $3.6$~MV/cm and $L_{\min}=6.1$~nm. A larger gap shortens the permitted ramp when $W$ is held fixed and $S$ is large. These lengths refer to the region that carries the field, not to the whole gate length.

\subsection*{(i) How far the simple formula can be trusted}

\textit{Estimate, for the same numbers, the effects that Eq.~\eqref{eq:J} leaves out, and compare the model with real channels.}

\textbf{Solution.} \textit{Finite ramp.} Equation~\eqref{eq:shrink} reduces the window by $0.033$~eV; the full average gives $0.032$~eV, or about 6\% of $W$. The scattering calculation of Eq.~\eqref{eq:Jramp} nevertheless gives a larger leakage than the simple formula, $20$ instead of $17$~nA/$\mu$m, a ratio of $1.17$. The scattering calculation integrates over the reduced window $W_k$ of each mode, whereas the simple formula uses the full $W$ for all modes. The increase must therefore come from the difference between $T(E,k)$ and the unbounded-field probability $P(k)$. It more than offsets the lost window. This holds for a ramp with sharp corners: if the field instead switches on and off smoothly over about $0.9$~nm at each end (10\% to 90\%), with the same $U$ and central field, the ratio falls to about $0.9$. At the field that Eq.~\eqref{eq:J} gives for $0.1$~nA/$\mu$m the ratio is $1.13$. Solving for the target with the scattering result moves the shortest ramp only from $6.09$ to $6.13$~nm, since a small change of field changes the leakage strongly.

\textit{Temperature.} Let the two Fermi levels lie at the edges of the window, with the valence side filled up to the upper edge and the conduction side up to the lower one. For $W$ much larger than the thermal energy $k_{\mathrm B}T_0$ at temperature $T_0$, each edge removes
\begin{equation}
\int_0^\infty\frac{d\epsilon}{1+e^{\epsilon/k_{\mathrm B}T_0}}=k_{\mathrm B}T_0\ln2
\end{equation}
from the occupation integral. At $300$~K the integral over the actual window is $0.93\,W$. This is the factor by which Eq.~\eqref{eq:J} changes, since that formula gives all energies in the window the same transmission. On a finite ramp $T(E,k)$ depends on energy, and the factor for the leakage differs; for the ramp above it is about $0.96$.

\textit{Gap and velocity.} These matter more, because they enter the exponent. With $F$ and $W$ held fixed, a gap smaller by $0.1$~eV multiplies the leakage by $4.4$, and a gap larger by $0.1$~eV multiplies it by $0.21$. With the gap also fixed, a velocity lower by 10\% gives a factor $0.25$, and one higher by 10\% a factor $3.1$.

\textit{A second valence band.} Suppose that spin splitting places another valence band $0.15$~eV below the first, with the same velocity and number of copies. Its gap is larger and, at fixed $U$, its window is smaller, both by $0.15$~eV. By Eq.~\eqref{eq:J} it adds 6\%.

\textit{Curvature of the bands.} The Dirac relation is a linearization in momentum, while the forbidden region probes imaginary wavenumbers. A two-site honeycomb lattice with lattice constant $a=0.32$~nm shows the size of the effect. For a field along the zigzag direction and zero transverse wavenumber,
\begin{equation}
\varepsilon^2=\Delta^2+t_0^2f^2,\qquad f=1+2\cos\frac{k_xa}2 ,
\end{equation}
where $t_0$ is the hopping energy. At the zero of $f$, $k_xa/2=2\pi/3$ and $|df/dk_x|=\sqrt3\,a/2$. Matching the velocity requires $t_0=2\hbar v/(\sqrt3\,a)=1.26$~eV. Under the barrier $f$ is imaginary, so
\begin{equation}
\cos\frac{k_xa}{2}=\frac12\left(-1+\frac{i\sqrt{\Delta^2-\varepsilon^2}}{t_0}\right),\qquad
S_{\mathrm{lat}}=\frac2F\int_{-\Delta}^{\Delta}|\mathrm{Im}\,k_x|\,d\varepsilon .
\end{equation}
The integral gives $S_{\mathrm{lat}}=12.54$ instead of $12.97$, which raises the exponential by a factor $1.5$. This estimate keeps the prefactor unchanged and describes this lattice model, not a full band structure. It also belongs to one direction. For a field along the armchair direction the phase of $f$ changes along the path, which shifts $\Delta$ by $\pm Fa/(8\sqrt3)$, and the factor is roughly $0.9$ or $1.7$ depending on the sign of the field.

\textit{Impact ionization.} An electron that has tunnelled elastically gains at most $W=0.5$~eV above the conduction-band edge. This is $0.29$ of the gap, too little to create a further pair. An electron injected at the conduction-band edge on the high-energy side can gain the full $2.2$~eV, or $1.29$ gaps, so energy conservation alone does not exclude ionization by such electrons. Momentum conservation is stricter: in the field-free bands of Eq.~\eqref{eq:H} three carriers with total wavevector $p$ have at least the energy $\sqrt{9\Delta^2+\hbar^2v^2p^2}$, more than the single electron has, and for parabolic bands of equal mass the threshold is $1.5$ gaps. Ionization then needs other bands, scattering or the field itself, and is outside the model.

\textit{Comparison with real channels.} The gap, velocity and lattice constant are rough values in the range of monolayer transition-metal dichalcogenides. The gap is close to optical and density-functional values, whereas an independent electron crosses the larger quasiparticle gap, which depends on the surroundings and can exceed $2$~eV. At fixed $W$ and $v$ a gap of $2.1$~eV lowers the leakage about a thousandfold, and a gap above $2.2$~eV closes the window at this $U$. The field and the drop are far from typical of a channel with a supply below one volt: $0.7$~V spread evenly over $10$~nm is only $0.7$~MV/cm, and that drop is smaller than the gap, so it opens no window for direct elastic tunnelling. The example is an idealization of a strongly biased drain edge, where the gate adds to the band bending. Whether a real sheet withstands $5$~MV/cm along its plane without electrical breakdown lies outside the model, so the numbers illustrate the formula and do not predict the leakage of a particular device. At a real drain edge the field is also not uniform, so a single field value does not fix the leakage. The strength of the field alone already matters greatly: by Eq.~\eqref{eq:J}, a uniform field of $4$ instead of $5$~MV/cm at the same window lowers the leakage from $17$ to $0.60$~nA/$\mu$m. Tunnelling assisted by phonons or defects, the attraction between electron and hole, and thermal current over the barrier have not been computed. Equation~\eqref{eq:J} therefore estimates the coherent direct part of the leakage, and Eq.~\eqref{eq:Lmin} gives the shortest permitted ramp only where that part dominates. The numerical output below gives the values of the worked example.

\section*{Table of computed values}
\begin{verbatim}
time evolution, largest error of k-sum: 1.7e-04
scattering mode density at half field: 0.1345 1/nm
scattering mode density at full field: 0.1901 1/nm
ratio for doubled field: 1.4130 (root two 1.4142)
gap: 1.70 eV; half gap: 0.85 eV; copies g: 2
hbar v: 0.35 eV nm; velocity: 5.317e+05 m/s
field: 5.0 MV/cm; force: 0.50 eV/nm
total drop U: 2.20 eV; window W: 0.50 eV
ramp length U/F: 4.40 nm; generation length W/F: 1.00 nm
barrier length gap/F: 3.40 nm
exponent: 12.970; probability at k=0: 2.328e-06
mode density n_perp: 0.1902 1/nm
rms transverse wavenumber: 0.477 1/nm
conductance quantum e^2/h: 38.740 uS
pair rate per area: 1.071e+22 1/(cm^2 s)
leakage J: 17.16 nA/um = 1.716e-02 A/m
  J at 3 MV/cm, same W: 2.335e-03 nA/um
  J at 4 MV/cm, same W: 5.995e-01 nA/um
  J at 5 MV/cm, same W: 1.716e+01 nA/um
  J at 6 MV/cm, same W: 1.633e+02 nA/um
target leakage: 0.10 nA/um
field at target, formula: 3.61 MV/cm; ramp 6.09 nm
field at target, scattering: 3.59 MV/cm; ramp 6.13 nm
neglected effects at the example field:
  window shrinkage, leading order: 0.0328 eV
  window shrinkage, quadrature: 0.0319 eV
  finite ramp, full scattering: 20.10 nA/um
  scattering / formula: 1.171
  same ratio at the formula's target field: 1.128
  300 K occupation, Fermi levels at window edges: factor 0.928
  gap shift -0.1 eV at fixed W: factor 4.398
  gap shift +0.1 eV at fixed W: factor 0.208
  velocity times 0.9: factor 0.249
  velocity times 1.1: factor 3.100
  second valence band, 0.15 eV lower: adds 6.4 %
  lattice constant: 0.32 nm; hopping: 1.263 eV
  lattice exponent: 12.544; factor 1.531
  largest energy after tunnelling / gap: 0.294
  largest energy of an injected electron / gap: 1.294
\end{verbatim}
